# Kohlrausch's voltage-temperature relation and thermal breakdown of a slab, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a constant slab to the general relation

### The situation

A slab of a poorly conducting material lies between two metal plates. A voltage is applied, a small current flows, and the Joule heat leaves through the plates. In many insulators the conductivity rises steeply with temperature, so that a warmer slab carries more current and produces more heat. The plates are well cooled and stay at a fixed temperature, but the interior can lose its heat only by conduction to them. How hot does the interior become at a given voltage, and is there a voltage beyond which the cooling cannot keep up?

The slab occupies $0<x<d$ and is wide compared with its thickness. Current and heat flow along $x$ only, and nothing leaves through the sides. Both faces are equipotentials at the temperature $T_0$. The electric potential is $\Phi(x)$, and the voltage is

$$V=\Phi(0)-\Phi(d)>0 ,$$

so the current density $J$ is positive, directed towards increasing $x$. A prime denotes $d/dx$. The thermal conductivity is $\kappa$, the electrical conductivity is $\sigma$, and the highest temperature in the slab is $T_m$. SI units are used because the quantities are macroscopic.

### Stage 1: constant coefficients

Let $\kappa$ and $\sigma$ be constants first. In a steady state no charge accumulates anywhere, so $J$ is the same at every $x$. The field is $J/\sigma$, also uniform, and therefore $V=Jd/\sigma$.

The heat produced per unit volume and time is the current density times the field, $J^2/\sigma$. The heat flux towards increasing $x$ is $-\kappa T'$. In a steady state its divergence equals the heat production:

$$(-\kappa T')'=\frac{J^2}{\sigma}
\quad\Longrightarrow\quad
T''=-\frac{J^2}{\kappa\sigma}.$$

Two integrations give a parabola, and the conditions $T(0)=T(d)=T_0$ fix its two constants:

$$T(x)=T_0+\frac{J^2}{2\kappa\sigma}\,x(d-x).$$

The second derivative of $x(d-x)$ is $-2$, as the equation requires. The product is largest at $x=d/2$, where it equals $d^2/4$. Hence

$$T_m-T_0=\frac{J^2d^2}{8\kappa\sigma}.$$

Inserting $J=\sigma V/d$ removes both the current and the thickness:

$$T_m-T_0=\frac{\sigma V^2}{8\kappa},
\qquad
V^2=\frac{8\kappa}{\sigma}\,(T_m-T_0).$$

The thickness cancels for a simple reason. At fixed voltage, a slab twice as thick has half the field and a quarter of the heat production per volume. The temperature rise for a given heat production per volume grows as $d^2$, which restores the factor of four.

This result suggests what may happen when the coefficients vary: the product $(\kappa/\sigma)(T_m-T_0)$ could become an integral of $\kappa/\sigma$ over temperature. The parabola gives no proof of that, since with variable coefficients neither the field is uniform nor the profile parabolic.

### Stage 2: coefficients that depend on temperature

Now let $\kappa(T)$ and $\sigma(T)$ be positive functions of the local temperature. They do not depend on the field, nor on position except through $T$. Thermoelectric effects, meaning Peltier heat at the contacts, Thomson heat in the interior and thermal voltages, are neglected. So are contact resistance and diffusion currents from space charge. Ohm's law and the heat balance are then

$$J=-\sigma\Phi',\qquad (\kappa T')'+\frac{J^2}{\sigma}=0,$$

with $J$ still uniform by charge conservation.

The heat production can be written as a derivative. Ohm's law gives $J/\sigma=-\Phi'$, so

$$\frac{J^2}{\sigma}=J\,\frac{J}{\sigma}=-J\Phi'=-(J\Phi)' ,$$

where the last step uses the uniformity of $J$. The heat balance becomes

$$(\kappa T'-J\Phi)'=0
\quad\Longrightarrow\quad
\kappa T'-J\Phi=\text{constant}.$$

Physically, this says that the total energy flux, heat plus electrical energy carried by the current, is uniform.

The constant is fixed by the hottest plane. Since $T$ has equal values at the two faces, Rolle's theorem guarantees a plane $x_m$ inside the slab with $T'=0$. The heat balance also says that $(\kappa T')'=-J^2/\sigma$ is negative, so $\kappa T'$ decreases strictly with $x$ and vanishes once. It is positive to the left of $x_m$ and negative to the right. Thus $x_m$ is the plane of highest temperature, and it is unique.

Measure the potential from this plane by defining

$$\phi(x)=\Phi(x)-\Phi(x_m).$$

This changes the potential by a constant and leaves $\phi'=\Phi'$. At $x_m$ both $T'$ and $\phi$ vanish, so the constant belonging to $\phi$ is zero:

$$\kappa T'=J\phi .$$

The heat flux at any plane is thus proportional to the potential difference between that plane and the hottest one. All the heat made between the two planes must pass through the outer one, and it amounts to the current density times the potential difference.

Next, replace $J$ by $-\sigma\phi'$:

$$\kappa T'=-\sigma\phi\,\phi'
\quad\Longrightarrow\quad
\phi\,\phi'=-\frac{\kappa}{\sigma}\,T'.$$

The left side is the derivative of $\phi^2/2$. The right side is a function of $T$ times $T'$, which can be integrated over temperature without knowing the profile $T(x)$. Integration from a plane with temperature $T$ to the hottest plane gives

$$0-\frac{\phi^2}{2}=-\int_T^{T_m}\frac{\kappa(\tau)}{\sigma(\tau)}\,d\tau ,$$

that is,

$$\phi^2=2\int_T^{T_m}\frac{\kappa(\tau)}{\sigma(\tau)}\,d\tau .$$

The same expression holds on both sides of the hottest plane. The sign of $\phi$ differs: since $\phi'=-J/\sigma<0$, the potential is positive on the left and negative on the right.

Both faces have the temperature $T_0$, so $\phi(0)$ and $\phi(d)$ have equal magnitude and opposite sign. The voltage is their difference:

$$V=\phi(0)-\phi(d)=2\phi(0).$$

Squaring gives $V^2=4\phi(0)^2$, and the relation for $\phi^2$ supplies another factor of 2:

$$\boxed{V^2=8\int_{T_0}^{T_m}\frac{\kappa(T)}{\sigma(T)}\,dT}$$

This is Kohlrausch's relation for equal face temperatures. The factor 8 consists of 4 from the two equal halves of the voltage and 2 from integrating $\phi\,\phi'$.

The balance of heat at the faces follows as well. At the left face the outward heat flux is $\kappa T'(0)=J\phi(0)=JV/2$. At the right face it is $-\kappa T'(d)=-J\phi(d)=JV/2$. Together they carry away $JV$, the total power per unit area.

### Limits of the general relation

For constant coefficients the integral is $(\kappa/\sigma)(T_m-T_0)$, and the result of Stage 1 returns with the factor 8.

For a small temperature rise, write $f=\kappa/\sigma$ and expand around $T_0$. With $\Delta=T_m-T_0$,

$$\int_{T_0}^{T_m}f\,dT=f(T_0)\,\Delta+\frac12\left.\frac{df}{dT}\right|_{T_0}\Delta^2+\dots$$

If $\sigma$ rises with temperature faster than $\kappa$ does, $f$ falls, and the second term is negative. A given temperature rise then requires less voltage than the constant-coefficient formula suggests. Equivalently, a given voltage produces a larger rise.

In the integral, each temperature interval is weighted by $\kappa/\sigma$. For a material whose conductivity rises steeply, the coldest intervals have the largest weight. Raising the maximum temperature further then costs little extra voltage, and this is the origin of thermal breakdown in the present geometry.

### Stage 3: a model with numbers

The following model uses round parameters and represents no particular material. The faces are at $T_0=300$ K and the thickness is $d=1$ cm. The thermal conductivity falls inversely with temperature,

$$\kappa(T)=\kappa_0\frac{T_0}{T},\qquad \kappa_0=1\ \mathrm{W/(m\,K)},$$

and the electrical conductivity follows an Arrhenius law with activation energy $W=0.5$ eV,

$$\sigma(T)=\sigma_0\exp\left[-\theta\left(\frac1T-\frac1{T_0}\right)\right],
\qquad \theta=\frac{W}{k_B}=5802.3\ \mathrm K,$$

with $\sigma_0=10^{-6}$ S/m and $k_B$ Boltzmann's constant.

For $T_m=310$ K the integral of $\kappa/\sigma$ is $7.306\times10^6\ \mathrm{V^2}$, so

$$V=\sqrt{8\times7.306\times10^6}\ \mathrm V=7.645\ \mathrm{kV}.$$

With the coefficients held at their values for 300 K, the same rise of 10 K would need $\sqrt{8\times10^6\times10}$ V, or 8.94 kV. This is 17% above the value for the variable coefficients. The variation of the conductivity therefore matters already for a rise of ten kelvin.

A test of the relation must avoid using it. The heat and charge equations were therefore solved numerically as a boundary-value problem, with the two face temperatures and the voltage prescribed and the current unknown. At $V=10.3089$ kV the solution has its maximum at $T_m=330.017$ K. Inserting this temperature in the integral returns 10.3089 kV. The potential at the hottest plane lies halfway between those of the faces, and the local relation for $\phi^2$ holds at three further planes within the tolerance of the test.

The same solution has $J=3.1544\ \mathrm{A/m^2}$. The heat flux through each face should be

$$\frac{JV}{2}=\frac{3.1544\times10308.9}{2}\ \mathrm{W/m^2}
=1.626\times10^4\ \mathrm{W/m^2},$$

and the flux found from the temperature gradient at the face agrees with this.

### Stage 4: unequal face temperatures

The equal face temperatures entered at two places: in the existence of an interior maximum, and in the equality of the two halves of the voltage. To see what each does, let the faces have temperatures $T_1\le T_2$, and suppose first that an interior maximum $T_m$ exists. The derivation of $\phi^2$ is unchanged. Define

$$I_1=\int_{T_1}^{T_m}\frac{\kappa}{\sigma}\,dT,\qquad
I_2=\int_{T_2}^{T_m}\frac{\kappa}{\sigma}\,dT .$$

The magnitudes of the potential at the two faces are $\sqrt{2I_1}$ and $\sqrt{2I_2}$. They lie on opposite sides of zero, so the voltage is their sum:

$$V=\sqrt{2I_1}+\sqrt{2I_2}.$$

For $T_1=T_2$ the integrals coincide, and $V=2\sqrt{2I_1}$ gives back $V^2=8I_1$. In the other limit the maximum moves to the warmer face, $T_m\to T_2$. Then $I_2\to0$, and the voltage tends to

$$V_{12}=\sqrt{2I_{12}},\qquad I_{12}=\int_{T_1}^{T_2}\frac{\kappa}{\sigma}\,dT .$$

An interior maximum exists if and only if $V>V_{12}$. If there is one, then $I_1>I_{12}$ and $I_2>0$, so the two-root formula gives $V>V_{12}$. For the converse, suppose there is none. Let the colder face be on the left; the other case is its mirror image. Shift the potential by a constant so that $\kappa T'=J\psi$, with $\psi'=-J/\sigma$. The temperature now rises all the way across, so $\psi$ decreases from $\psi_1>0$ at the cold face to $\psi_2\ge0$ at the warm one. Integrating $\psi\,\psi'=-(\kappa/\sigma)T'$ across the slab gives

$$\psi_1^2-\psi_2^2=2I_{12}.$$

The voltage is therefore

$$V=\psi_1-\psi_2=\frac{2I_{12}}{\psi_1+\psi_2}.$$

Since $\psi_2\ge0$ and $\psi_1\ge\sqrt{2I_{12}}$, the denominator is at least $\sqrt{2I_{12}}$, and so $V\le V_{12}$. This completes the converse.

In the numerical model, take faces at 300 K and 310 K. The integral between these temperatures is the one used above, so $V_{12}=\sqrt{2\times7.306\times10^6}$ V, or 3.82 kV. At the larger voltage of 8.018 kV the boundary-value solution has an interior maximum of 323.75 K. The two-root formula returns 8.018 kV. The equal-face formula, used with 300 K for both faces, would give 9.840 kV, which is 23% above the applied voltage. A difference of ten kelvin between the plates is thus a large perturbation for this material, because the coldest ten kelvin carry so much of the integral.

## Second half: current, breakdown and the limits of the result

### What is carried over

The slab has thickness $d$, and both faces are again at $T_0$. Its conductivities $\kappa(T)$ and $\sigma(T)$ depend on the local temperature alone, and $J>0$ is the uniform current density. The potential $\phi$ is measured from the hottest plane $x_m$, where the temperature is $T_m$. The first half established

$$\kappa T'=J\phi,\qquad
\phi^2=2\int_T^{T_m}\frac{\kappa}{\sigma}\,d\tau,\qquad
V^2=8\int_{T_0}^{T_m}\frac{\kappa}{\sigma}\,dT .$$

The numerical model has $T_0=300$ K, $d=1$ cm, $\kappa=\kappa_0T_0/T$ with $\kappa_0=1$ W/(m K), and an Arrhenius conductivity with $\sigma_0=10^{-6}$ S/m at $T_0$ and $\theta=W/k_B=5802.3$ K.

### Stage 5: the current

The voltage relation contains no thickness. The thickness enters through the current. To the left of the hottest plane $\phi$ is positive, and $\kappa T'=J\phi$ can be written as $J\,dx=\kappa\,dT/\phi$. Integration from the left face to the hottest plane gives

$$Jx_m=\int_{T_0}^{T_m}\frac{\kappa(T)}{|\phi(T)|}\,dT .$$

On the right both $\phi$ and $T'$ are negative, and the same integral equals $J(d-x_m)$. Hence $x_m=d/2$: the hottest plane is the midplane, although the symmetry of the profile was not assumed beforehand. Adding the two halves gives

$$Jd=2\int_{T_0}^{T_m}\frac{\kappa(T)}{|\phi(T)|}\,dT .$$

Near $T_m$ the denominator vanishes as $\sqrt{T_m-T}$, and the integral remains finite. For constant coefficients $|\phi|=\sqrt{2\kappa(T_m-T)/\sigma}$, so that

$$Jd=2\kappa\sqrt{\frac{\sigma}{2\kappa}}\;2\sqrt{T_m-T_0}
=\sqrt{8\kappa\sigma(T_m-T_0)}=\sigma V,$$

which is Ohm's law. For the Arrhenius model the integral gives $3.1544\ \mathrm{A/m^2}$ at 10.3089 kV, in agreement with the boundary-value solution.

For every $T_m>T_0$ these formulas construct one steady state. Its voltage obeys

$$\frac{dV^2}{dT_m}=\frac{8\kappa(T_m)}{\sigma(T_m)}>0 .$$

The voltage therefore rises steadily with $T_m$ and has no turning point. At each voltage there is at most one steady state. Breakdown cannot arise here from a maximum of the curve $V(T_m)$. What matters is whether the curve levels off.

For a slab with both faces at the same fixed temperature, the voltage is now tied to the maximum temperature by a relation that does not contain the thickness, and it rises steadily with that temperature. It remains to find out whether this curve levels off, what that means for breakdown, and where the relation ceases to apply.

Numbers in the example were calculated in double precision.
